# Decimation for the surface Green function in screened KKR

A model stack of scattering planes, at energy $0.3+0.02i$ Ry, gives a surface Green function whose error is $6.5\times10^{-5}$ after six decimation steps and $4.7\times10^{-9}$ after seven (absolute, in $1/(\mathrm{Ry\,bohr})$). Halving the imaginary part of the energy, again and again, costs one further step each time for a fixed accuracy. The absolute errors carry a prefactor that depends on the surface layer. The steep drop from one step to the next and the extra step per halving follow from two statements: $n$ steps treat $2^n$ layers without approximation, and inside a bulk band, away from its edges and for small $\operatorname{Im}E$, the decay per layer is proportional to $\operatorname{Im}E$.

## The matrix to be inverted

Rydberg units are used, with $\hbar=1$ and kinetic energy $-\nabla^2$. The in-plane wave vector $\mathbf k_\parallel$ is fixed, and $E$ has imaginary part $\eta>0$.

Multiple scattering requires $\tau=(t^{-1}-g)^{-1}$, where $t$ holds the single-site matrices and $g$ the free propagation between different sites. This $g$ is long ranged. Choose reference scatterers $t_r$ and define

$$P=t^{-1}-t_r^{-1},\qquad \tau_r=(t_r^{-1}-g)^{-1}.$$

Then $\tau^{-1}=\tau_r^{-1}+P=\tau_r^{-1}(P^{-1}+\tau_r)P$, provided $P$ is invertible. Inverting the product and writing its last factor as $\tau_r=(P^{-1}+\tau_r)-P^{-1}$ gives

$$\tau=P^{-1}(P^{-1}+\tau_r)^{-1}\tau_r=P^{-1}+P^{-1}GP^{-1},$$
$$G=M^{-1},\qquad M=-(P^{-1}+\tau_r).$$

If the reference has no states near $E$, $\tau_r$ is short ranged. For atoms one truncates it and groups atomic layers into principal layers thick enough that only neighbours couple. The stack $i=0,1,2,\dots$ then has

$$M_{00}=D_s,\quad M_{ii}=D\ (i\ge1),\quad M_{i,i+1}=-A,\quad M_{i+1,i}=-B.$$

The blocks are $p\times p$. Only the surface block $D_s$ may differ from the bulk. The wanted quantity is $G_{00}$.

The proofs below assume

$$\operatorname{Im}\langle v,Mv\rangle\ge\gamma\|v\|^2,\qquad\gamma>0. \tag{1}$$

For the example this is derived below. For truncated atomic matrices it should be checked, through the lowest eigenvalue of $(M-M^\dagger)/2i$ of finite stacks. A finite stack is a diagonal block of the semi-infinite one, so this eigenvalue can only fall as layers are added: a short stack overestimates $\gamma$, and the value must be followed with growing thickness until it settles.

## One step, and why $n$ steps hold $2^n$ layers

The first block column $x_i=G_{i0}$ obeys

$$D_sx_0-Ax_1=1,\qquad Dx_i=Bx_{i-1}+Ax_{i+1}\quad(i\ge1).$$

Solve the second equation for odd $i$ and insert it into the equations for even $i$. At the surface, $x_1=D^{-1}(Bx_0+Ax_2)$ gives

$$(D_s-AD^{-1}B)x_0-AD^{-1}A\,x_2=1.$$

At an even layer $i\geq2$,

$$Dx_i=BD^{-1}(Bx_{i-2}+Ax_i)+AD^{-1}(Bx_i+Ax_{i+2}).$$

Collecting terms, the even layers form a stack of the same kind, with

$$\begin{aligned}
D_s'&=D_s-AD^{-1}B,\\
D'&=D-AD^{-1}B-BD^{-1}A,\\
A'&=AD^{-1}A,\qquad B'=BD^{-1}B.
\end{aligned}\tag{2}$$

A surface layer has one neighbour and a bulk layer two, hence one correction in $D_s'$ and two in $D'$.

After $n$ steps the survivors are the multiples of $N=2^n$, and

$$D_s^{(n)}x_0-A^{(n)}x_N=1. \tag{3}$$

To count layers, follow which original equations enter (3). Claim: the surface equation after $n$ steps combines those of layers $0,\dots,2^n-1$, and the equation of a surviving bulk layer $j$ combines those of layers $j-2^n+1,\dots,j+2^n-1$. For $n=0$ this is evident. The next step adds to the surface equation that of layer $2^n$, which extends the range to $2^{n+1}-1$. It adds to the equation of $j$ those of $j\pm2^n$, which extends the range to $j\pm(2^{n+1}-1)$. The claim follows by induction.

Equation (3) therefore uses the equations of layers $0,\dots,N-1$ and no others. Cut the stack after these $N$ layers: their equations are unchanged except that $x_N=0$. Hence

$$\boxed{\left(D_s^{(n)}\right)^{-1}=G^{(N)}_{00},\qquad N=2^n}$$

where $G^{(N)}$ is the inverse of the isolated block of $M$ for $N$ layers, surface layer included. Zero steps give one layer. The cut is a boundary condition on the screened amplitudes, $x_N=0$, and not a vacuum interface.

The inverses exist. Let $S=M_{11}-M_{12}M_{22}^{-1}M_{21}$ be what remains after eliminating a set of layers labelled 2. For $v=(x,-M_{22}^{-1}M_{21}x)$ one finds $Mv=(Sx,0)$, so

$$\operatorname{Im}\langle x,Sx\rangle=\operatorname{Im}\langle v,Mv\rangle\ge\gamma\|v\|^2\ge\gamma\|x\|^2.$$

Diagonal blocks inherit (1) by taking $v$ zero elsewhere. Thus every $D^{(n)}$ and $D_s^{(n)}$ satisfies (1), and its inverse has norm at most $1/\gamma$.

## The error and a guaranteed bound

For the semi-infinite stack, the first $N$ equations contain the outside amplitude $x_N$ in the last row alone, as a source $Ax_N$. Applying $G^{(N)}$ gives

$$G_{00}-G^{(N)}_{00}=G^{(N)}_{0,N-1}\,A\,G_{N0}. \tag{4}$$

The error is one trip down to layer $N$ and one trip back.

Let $W$ multiply layer $i$ by $e^{\theta\min(i,N)}$, with $\theta>0$. In $WMW^{-1}$ the blocks $A$ above layer $N$ acquire $e^{-\theta}$ and the blocks $B$ acquire $e^\theta$. The change of $M$ has norm at most

$$(1-e^{-\theta})\|A\|+(e^\theta-1)\|B\|\le(e^\theta-1)(\|A\|+\|B\|).$$

Choose

$$e^\theta=1+\frac{\gamma}{2(\|A\|+\|B\|)}.$$

The change is then at most $\gamma/2$, so $WMW^{-1}$ still satisfies (1) with $\gamma/2$, and its inverse has norm at most $2/\gamma$. The $(N,0)$ block of that inverse is $e^{\theta N}G_{N0}$, so $\|G_{N0}\|\le(2/\gamma)e^{-\theta N}$. Opposite weights on the finite stack give $\|G^{(N)}_{0,N-1}\|\le(2/\gamma)e^{-\theta(N-1)}$. From (4),

$$\|G_{00}-G^{(N)}_{00}\|\le\|A\|\left(\frac2\gamma\right)^2e^{-\theta(2N-1)}. \tag{5}$$

This proves convergence, exponential in $N$ and doubly exponential in $n$. If $\gamma\propto\eta$, the guaranteed rate is proportional to $\eta$ at small $\eta$. It is a worst case and does not use the band structure.

## The actual rate

Bulk modes $x_i=\lambda^iu$ obey

$$(A\lambda^2-D\lambda+B)u=0. \tag{6}$$

Take $A$ and $B$ invertible. Applying (1) to long wave trains deep in the bulk shows that $D-A\lambda-B/\lambda$ satisfies (1) for $|\lambda|=1$. So does $D-s(A\lambda+B/\lambda)$ for $0\le s\le1$, being a weighted mean of that matrix and $D$. Its determinant cannot vanish on the unit circle, and its winding number there keeps the value zero it has at $s=0$. At $s=1$ the determinant has a pole of order $p$ at $\lambda=0$, so $p$ zeros lie inside the circle. The other $p$ zeros lie outside.

The column $G_{i0}$ must stay square summable, so it contains modes with $|\lambda_{\rm in}|<1$. Its slowest part falls as $\max|\lambda_{\rm in}|^N$. In the finite stack, a source at layer $N-1$ excites modes with $|\lambda_{\rm out}|>1$, which shrink towards the surface. Their slowest part arrives with weight of order $\min|\lambda_{\rm out}|^{-N}$. By (4) the error is the product of these two trips, joined at the cut. If the leading modes are non-degenerate, have non-zero amplitudes, and the cut scatters the slowest inward mode into the slowest outward one,

$$\text{error}\propto e^{-N\Gamma},\qquad \Gamma=-\ln\max|\lambda_{\rm in}|+\ln\min|\lambda_{\rm out}|. \tag{7}$$

If the blocks split into uncoupled sectors, for instance by symmetry, (4) splits in the same way. Equation (7), and (8) below, then apply within each sector, and the smallest sector value sets the rate; pairing an inward mode of one sector with an outward mode of another can give too small a $\Gamma$.

Now let $\operatorname{Re}E$ lie inside a band. At $\eta=0$ a propagating mode has $\lambda=e^{i\varphi}$ with real $\varphi(E)$. At fixed $\mathbf k_\parallel$, $d\varphi=d\,dk_\perp$, where the prefactor $d$ is the layer spacing. Hence $\varphi'(E)=d/v$ with $v=\partial E/\partial k_\perp$. Analytic continuation gives

$$\varphi(E+i\eta)=\varphi(E)+i\eta\,d/v+O(\eta^2),\qquad \ln|\lambda|=-\eta d/v+O(\eta^3).$$

The second remainder is cubic because $\varphi$ is real on the real axis, so even powers of $\eta$ contribute to its real part. Modes with $v>0$ decay inwards. The fastest mode in each direction decays least per layer, so

$$\Gamma\simeq\eta d\left(\frac1{v_{\rm in}}+\frac1{|v_{\rm out}|}\right). \tag{8}$$

The bracket times $Nd$ is the round-trip time to the cut, and the amplitude decays as $e^{-\eta\times\text{time}}$. With a prefactor of order one, error $\varepsilon$ requires

$$n\simeq\log_2\frac{\ln(1/\varepsilon)}{\Gamma}. \tag{9}$$

Halving $\eta$ halves $\Gamma$ and adds one to this estimate.

## Pseudocode and cost

```text
input Ds, D, A, B, gamma, tolerance, nmax
for n = 0 ... nmax:
    if norm(A)*norm(B) <= tolerance*gamma^3:
        return inverse(Ds)
    factorize D
    X = solve(D, A);  Y = solve(D, B)
    AY = A*Y;  BX = B*X
    Ds = Ds - AY
    D  = D - AY - BX
    A  = A*X;  B = B*Y
report failure to converge
```

Products on the right use the old $A$ and $B$. The stopping rule follows from eliminating everything below the surface at once:

$$D_s^{(\infty)}=D_s^{(n)}-A^{(n)}RB^{(n)},\qquad\|R\|\le1/\gamma,$$

where $R$ is the surface block of the inverse of the remaining stack. With $X^{-1}-Y^{-1}=X^{-1}(Y-X)Y^{-1}$ and both inverses bounded by $1/\gamma$, the error in $G_{00}$ is at most $\|A^{(n)}\|\|B^{(n)}\|/\gamma^3$. This is safe in exact arithmetic but can cost extra steps. The factor $\gamma^{-3}$ grows as $\gamma$ falls, while the added steps grow only slowly, because $\|A^{(n)}\|\|B^{(n)}\|$ falls doubly exponentially in $n$ once convergence sets in.

A step needs one factorization ($p^3/3$ multiply-adds), two solves ($p^3$ each) and four products ($p^3$ each), or $19p^3/3$ for dense blocks. Eliminating layer by layer from the far end, $S\leftarrow D-AS^{-1}B$, needs $7p^3/3$ per layer. For 256 layers the totals are about $51p^3$ and $595p^3$. Storage is a fixed number of $p\times p$ matrices.

## Worked example: modulated planes

The model has delta-function planes at spacing $d=4$ bohr. Each is modulated along $x$ with period 10 bohr and shifted by $s=2$ bohr relative to the previous one. Vacuum lies outside. The in-plane wave number is $0.15\ \mathrm{bohr}^{-1}$, and five in-plane waves $K_m$ are kept. The matrix $V$ has diagonal $-0.3$ and nearest off-diagonal elements $-0.1$ Ry bohr.

Let the reference planes be impenetrable. With $g_0$ the full free propagator between planes, same-plane part included, $t^{-1}=V^{-1}-g_0(0)$ and $t_r^{-1}=-g_0(0)$. Thus $P=V^{-1}$, $\tau_r=-g_0^{-1}$ and $M=g_0^{-1}-V$: here $G$ is the Green function on the planes.

Its blocks follow from matching. Between planes, channel $m$ obeys $\psi''+\kappa^2\psi=0$ with $\kappa^2=E-K_m^2$. In terms of the plane values $\psi_i$, the slopes at plane $i$ are

$$\psi'(+)=\frac{\kappa(\psi_{i+1}-\psi_i\cos\kappa d)}{\sin\kappa d},\qquad
\psi'(-)=\frac{\kappa(\psi_i\cos\kappa d-\psi_{i-1})}{\sin\kappa d}.$$

Integrating $(E+\nabla^2-V)G=\delta$ across the plane gives $\psi'(+)-\psi'(-)-V\psi_i=\text{source}$. Hence $D=-2\kappa\cot\kappa d-V$, and both neighbours enter with $+\kappa/\sin\kappa d$. In vacuum the outgoing wave has $\psi'(-)=-i\kappa\psi_0$, so $D_s=-\kappa\cot\kappa d+i\kappa-V$. Measuring $x$ from each layer's own origin adds phases:

$$A=-\frac{\kappa}{\sin\kappa d}e^{-iK_ms},\qquad B=-\frac{\kappa}{\sin\kappa d}e^{iK_ms}.$$

The coupling is strictly between neighbours, without truncation in range.

For assumption (1), take one gap between planes, with channel amplitudes $x,y$ at its ends and the shift phase absorbed. It contributes

$$-\kappa\cot\kappa d\,(|x|^2+|y|^2)+\frac{2\kappa}{\sin\kappa d}\operatorname{Re}(x^*y).$$

The combinations $(x\pm y)/\sqrt2$ diagonalize this form, with coefficients $\kappa\tan(\kappa d/2)$ and $-\kappa\cot(\kappa d/2)$. Their energy derivatives are

$$\frac{\kappa d+\sin\kappa d}{4\kappa\cos^2(\kappa d/2)},\qquad
\frac{\kappa d-\sin\kappa d}{4\kappa\sin^2(\kappa d/2)}.$$

Both are positive for real $\kappa$ and for $\kappa=iq$, away from reference states at $\sin\kappa d=0$. So for small $\eta$ their imaginary parts are positive and proportional to $\eta$. Take $\gamma$ as the smallest over the channels. Every plane borders at least one gap, Hermitian $V$ drops out, and vacuum adds $\operatorname{Re}\kappa\ge0$. This proves (1).

At $E=0.3+0.02i$ Ry the results are, with density $-\operatorname{Im}\operatorname{Tr}G_{00}/\pi$ and absolute error in spectral norm, both in $1/(\mathrm{Ry\,bohr})$:

| $n$ | layers | density | error |
|---|---|---|---|
| 0 | 1 | 1.2041 | 1.5 |
| 2 | 4 | 0.7259 | 0.70 |
| 4 | 16 | 0.9233 | 0.093 |
| 6 | 64 | 0.9016 | $6.5\times10^{-5}$ |
| 7 | 128 | 0.9016 | $4.7\times10^{-9}$ |

The density does not approach its limit monotonically. The limit 0.9016 belongs to the five-wave basis: it rises to 0.9023 with 7 waves and to 0.9029 with 41, while $\Gamma$ and the errors after six and seven steps keep the digits shown. There are four propagating modes, two each way. The fastest velocities are 1.0955 inwards and 1.0552 Ry bohr outwards, so (8) gives

$$\Gamma\simeq0.02\times4\left(\frac1{1.0955}+\frac1{1.0552}\right)=0.1488.$$

Solving (6) at the complex energy gives $0.1485$. The last two errors in the table give $\ln(6.537\times10^{-5}/4.749\times10^{-9})/64=0.149$. For $\varepsilon=10^{-9}$, (9) gives $\log_2(20.72/0.1485)=7.12$, hence eight steps, as found. As $\eta$ falls from 0.04 to 0.0025 Ry by successive halvings, the count rises 7, 8, 9, 10, 11.

The guaranteed bound is much weaker. With $\gamma=0.00735$ and $\|A\|=\|B\|=0.612$ Ry bohr, $\theta=0.0030$, and (5) promises the same accuracy after 13 steps. This $\gamma$ counts one gap per plane; the lowest eigenvalue of $(M-M^\dagger)/2i$ for thick stacks settles at 0.0147 Ry bohr, which gives $\theta=0.0060$ and 12 steps. The one-gap value is set by the most evanescent wave kept and falls to 0.0031 with 11 waves and 0.0008 with 41, although the errors after six and seven steps do not change.

The numerical check also compares the result with an unscreened KKR calculation for 240 layers. They agree to about $10^{-14}$ in $1/(\mathrm{Ry\,bohr})$.

## Where the rule $\Gamma\propto\operatorname{Im}E$ fails

One channel shows the cases explicitly. Take unmodulated planes, $K=0$, $D_s=D$ and $A=B=a$. Equation (6) gives $D/(2a)=\cos\varphi$, with $\lambda=e^{i\varphi}$ and $|\lambda|<1$. By (2),

$$\frac{D'}{2a'}=\frac{D-2a^2/D}{2a^2/D}=2\left(\frac{D}{2a}\right)^2-1=\cos2\varphi.$$

Each step doubles the Bloch phase, as it doubles the spacing of surviving layers. At $0.3+0.02i$ Ry, $\cos\varphi=-0.8062-0.0404i$ becomes $0.2966+0.1301i$.

With $x_N=0$, the finite stack has $x_i\propto\lambda^i-\lambda^{2N-i}$. Extending this solution to $i=-1$, the surface equation requires $ax_{-1}=1$. Therefore

$$G^{(N)}_{00}=\frac{x_0}{a\,x_{-1}}=\frac\lambda a\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}},\qquad G_{00}=\frac\lambda a,$$
$$G_{00}-G^{(N)}_{00}=\frac\lambda a\,\frac{\lambda^{2N}(1-\lambda^2)}{1-\lambda^{2N+2}}.$$

**Inside a band at $\eta=0$.** $D$ and $a$ are real, so every finite-stack value is real or singular, whereas $G_{00}$ has imaginary part $\sin\varphi/a\ne0$. The iteration cannot converge. At $0.3$ Ry with $\eta=10^{-9}$ Ry, the smallest error within 12 steps is 0.88 $1/(\mathrm{Ry\,bohr})$. More steps would eventually help, but a singular $D^{(n)}$ is no longer excluded by a useful bound.

**In a gap.** $|\lambda|<1$ survives as $\eta\to0$. At $0.54$ Ry with the same $\eta$, $|\lambda|=0.816$ and six steps reach $10^{-9}$. For small $\eta$ the gap, not $\operatorname{Im}E$, sets the rate. Bound (5), whose exponent $\theta$ vanishes with $\eta$, is then far too pessimistic. The stopping rule also overestimates the error, through its factor $\gamma^{-3}$, but costs only a few more steps: $D^{(n)}/2a^{(n)}=\cos N\varphi$ grows as $|\lambda|^{-N}$, so $a^{(n)}$ falls doubly exponentially in $n$.

**At a band edge.** Where $\cos\varphi=-1$ with non-zero energy slope $c$, put $\varphi=\pi+\delta$. Then $-1+\delta^2/2\simeq-1+ic\eta$, so $|\operatorname{Im}\delta|\propto\sqrt\eta$. At the edge, 0.4573 Ry, raising $\eta$ from $10^{-5}$ to $4\times10^{-5}$ Ry doubles the decay from 0.00235 to 0.00471 per layer. Equation (8) fails here because $v\to0$.

## Stability and implementation checks

Since $\|(D^{(n)})^{-1}\|\le1/\gamma$, one solve amplifies a perturbation of its right-hand side by at most this factor, and a small perturbation $\delta D$ of $D^{(n)}$ changes $(D^{(n)})^{-1}A^{(n)}$ by at most about $\|\delta D\|\,\|A^{(n)}\|/\gamma^2$. In exact arithmetic that excludes breakdown at fixed $\eta>0$, but the allowance grows as $\eta\to0$, and the guarantee is lost once $\gamma$ is comparable with the rounding error in the blocks. If convergence stalls, allow more steps when (9) says $2^n$ layers are too few, and otherwise increase $\eta$; increasing $\eta$ changes the energy at which $G$ is evaluated and broadens the spectrum.

Three input errors deserve a direct check:

- A principal layer that is too thin omits couplings. Decimation then works on the wrong matrix. If it converges, it gives the surface of that matrix; since dropping couplings can violate (1), it need not converge at all. Increase the screening range and layer thickness together.
- Exchanging $A$ and $B$ reverses the stacking direction. For the opposite surface this exchange is required, with the matching $D_s$. In the example $D$ and $D_s$ are symmetric and $A$, $B$ diagonal, so the exchange transposes $M$ and $G_{00}$ and leaves the density unchanged: compare the blocks, not their traces.
- Altered layers below the surface break the assumed repetition. Decimate the bulk part first with $D_s=D$, then add each altered layer by $S\leftarrow D_j-A_jS^{-1}B_j$, where $A_j$ and $B_j$ couple it to the layer below.

For a new implementation, invert stacks of 1, 2, 4 and 8 layers directly. Their surface blocks must equal the successive $(D_s^{(n)})^{-1}$ to rounding, before any question of convergence arises.

## Computed results

```
layer spacing 4.0 bohr, period 10.0 bohr, shift 2.0 bohr
in-plane wave number 0.15 1/bohr, plane waves 5
V mean -0.3 Ry bohr, V coupling -0.1 Ry bohr
Re E 0.3 Ry, Im E 0.02 Ry = 0.2721 eV
n, layers, surface density -Im Tr G/pi [1/(Ry bohr)], error [1/(Ry bohr)]
  0     1  1.20413632  1.472e+00
  1     2  0.69210043  1.154e+00
  2     4  0.72594723  6.976e-01
  3     8  0.87290734  3.590e-01
  4    16  0.92333350  9.279e-02
  5    32  0.90125319  7.927e-03
  6    64  0.90161371  6.537e-05
  7   128  0.90160130  4.749e-09
exact surface density 0.90160130 1/(Ry bohr)
max mismatch, decimation vs finite stacks 4.6e-15 1/(Ry bohr)
mismatch, decimation vs bulk modes 9.0e-15 1/(Ry bohr)
mismatch, unscreened KKR 240 layers 8.9e-15 1/(Ry bohr)
Gamma from modes 0.148517 per layer
Gamma measured, 512 to 1024 layers 0.148517 per layer
propagating modes at real E, both directions: 4
fastest velocity inward 1.0955, outward 1.0552 Ry bohr
small-eta Gamma/eta 7.4421 1/Ry
gamma 0.007351 Ry bohr, lowest eigenvalue 0.014723 Ry bohr
norm A 0.61174 Ry bohr, norm B 0.61174 Ry bohr
bound exponent theta 0.003000 per layer
steps guaranteed by bound 13, actually needed 8, error target 1e-09 1/(Ry bohr)
Im E [Ry], Gamma [per layer], estimated n, actual n
  0.0400  0.295227  6.133  7
  0.0200  0.148517  7.124  8
  0.0100  0.074380  8.122  9
  0.0050  0.037205  9.122  10
  0.0025  0.018605  10.121  11
one channel, k_par = 0, E = 0.3 + 0.02i Ry:
  D 1.074357+0.146374j Ry bohr, a -0.669203-0.057287j Ry bohr
  cos(Bloch phase) -0.806168-0.040353j, |lam| 0.934392
  after one step D/(2a) 0.296558+0.130125j
gap: E 0.54 Ry, Im E 1e-09 Ry, |lam| 0.816498, steps 6
band: E 0.3 Ry, Im E 1e-09 Ry, smallest error in 12 steps 0.8836 1/(Ry bohr)
band edge 0.457329 Ry, decay per layer 0.002353 at Im E 1e-5 Ry, 0.004706 at 4e-5 Ry
```
